# Joule heat in the last tenth of a MOSFET channel

## The problem

A long n-channel MOSFET has channel length $L$ and width $W$. Its source is at $x=0$ and its drain at $x=L$. The gate voltage exceeds the threshold voltage by the overdrive $V_{ov}$, and the drain voltage has just been raised to the onset of pinch-off, where the mobile charge at the drain end vanishes. What fraction of the Joule heat of the channel is released in its last tenth, $0.9L<x<L$?

Use the gradual-channel approximation: the field along the channel varies so slowly that the mobile charge at each point is fixed by the gate voltage and the local channel potential $V(x)$ alone. With $V(0)=0$, the magnitude of the mobile charge per unit area is

$$Q(x)=C\,[V_{ov}-mV(x)],\tag{1}$$

where $C$ is the oxide capacitance per unit area. The constant $m\ge 1$ is the body factor. It allows for the depletion layer, which deepens towards the drain and takes over part of the charge that the gate induces; $m=1$ neglects this. The charge vanishes at the potential

$$V_p=\frac{V_{ov}}{m},$$

so the onset of pinch-off is the limit in which the drain voltage $V_D$ approaches $V_p$ from below.

The state is steady, no current leaks out of the channel, the mobility $\mu$ is constant, and the current is pure drift. Heat is counted where the field does work on the electrons. Contacts are left out.

## A tempting solution

The current $I$ is the same at every $x$. The voltage $V_D$ drops over the length $L$, so the field is $V_D/L$. The heat per unit length is current times field, $IV_D/L$, which is the same everywhere. The last tenth of the length therefore receives a tenth of the heat, 10 percent.

## Where it fails

Two of these statements are right. The current is indeed uniform, and the heat per unit length is indeed $I\,dV/dx$. The fault is the uniform field. The ratio $V_D/L$ is the average field, and nothing has shown that the local field equals it.

The assumption can be tested against the problem's own data. Drift at constant mobility gives

$$I=\mu W Q(x)\,\frac{dV}{dx}.\tag{2}$$

Here $I$ is taken positive. Electrons drift from source to drain, and $dV/dx$ is the magnitude of the field that drives them. If the field were uniform, then $V=V_Dx/L$, and at onset equation (1) would give $Q=CV_{ov}(1-x/L)$. By equation (2) the current would then fall linearly from its largest value at the source to zero at the drain. That contradicts the uniform current with which the argument began.

A half-repair does no better. Suppose one keeps the linear charge profile but calculates the heat from the resistance. A slice of length $dx$ has resistance $dx/(\mu WQ)$, so the heat would be

$$\int_0^L\frac{I^2\,dx}{\mu WCV_{ov}(1-x/L)},$$

which diverges logarithmically at the drain. The supply delivers only the finite power $IV_D$. Charge and potential have to be found together.

## The right solution

**The current.** Insert equation (1) into equation (2) and separate the variables:

$$I\,dx=\mu WC\,(V_{ov}-mV)\,dV.$$

Because $I$ does not depend on $x$, integration from the source to a point $x$ gives

$$Ix=\mu WC\left(V_{ov}V-\tfrac12 mV^2\right).\tag{3}$$

At $x=L$ the potential is $V_p=V_{ov}/m$. The bracket becomes $V_{ov}^2/m-V_{ov}^2/(2m)=V_{ov}^2/(2m)$, and so

$$I=\frac{\mu CW}{L}\,\frac{V_{ov}^2}{2m}.\tag{4}$$

**The potential.** Divide equation (3) by $IL=\mu WCV_{ov}^2/(2m)$:

$$\frac{x}{L}=\frac{2mV}{V_{ov}}-\frac{m^2V^2}{V_{ov}^2}=2\frac{V}{V_p}-\left(\frac{V}{V_p}\right)^2.$$

Subtracting both sides from 1 completes the square:

$$1-\frac{x}{L}=\left(1-\frac{V}{V_p}\right)^2.$$

Between source and drain $V\le V_p$, so $1-V/V_p$ is the non-negative root. This choice also satisfies $V(0)=0$. Hence

$$V(x)=V_p\left(1-\sqrt{1-\frac{x}{L}}\right).\tag{5}$$

**The heat.** A slice of resistance $dx/(\mu WQ)$ dissipates $I^2dx/(\mu WQ)$, which by equation (2) equals $I\,dV$. Differentiating equation (5) gives the heat per unit length,

$$p(x)=I\frac{dV}{dx}=\frac{IV_p}{2L}\,\frac{1}{\sqrt{1-x/L}}.\tag{6}$$

At the source this is half the average value $IV_p/L$. At the drain it diverges, but as an inverse square root, whose integral is finite. The heat released in the last fraction $s$ of the channel is the current times the voltage across that part:

$$P_s=I\,[V_p-V(L-sL)]=IV_p\sqrt{s}.$$

The total is $IV_p$, so the fraction is

$$\frac{P_s}{P}=\sqrt{s},\qquad \sqrt{0.1}=0.316.\tag{7}$$

The last tenth of the channel releases about 32 percent of the heat. The length, width, mobility, capacitance, overdrive and body factor have all cancelled.

The same formula gives the rest of the distribution. The last quarter releases $\sqrt{0.25}$, or half, of the heat. The first tenth releases $1-\sqrt{0.9}$, about 5 percent. The reason can be read from equation (2): with a uniform current, the field must rise in proportion as the charge falls. By equation (5) the charge is $Q=CV_{ov}\sqrt{1-x/L}$, so at $x=0.9L$ it has dropped to 32 percent of its source value and the field has grown by the inverse factor.

## Below and above the onset

The answer of 10 percent does belong to a real limit, that of small drain voltage. To see this, let $V_D=rV_p$ with $0<r<1$, at fixed overdrive, and write $v=V/V_p$. Since $V_{ov}=mV_p$, equation (3) becomes

$$Ix=\mu WC\,mV_p^2\left(v-\tfrac12v^2\right).$$

At the drain $v=r$. Dividing by the value there and multiplying out gives

$$2v-v^2=(2r-r^2)\frac{x}{L},\qquad 1-v=\sqrt{1-(2r-r^2)\frac{x}{L}}.$$

The share of the last tenth is the voltage across it divided by the drain voltage, $[r-v(0.9L)]/r$:

$$F(r)=\frac{r-1+\sqrt{1-0.9\,(2r-r^2)}}{r}.\tag{8}$$

For small $r$, expand the root to second order. With $\epsilon=-1.8r+0.9r^2$, the series $\sqrt{1+\epsilon}\approx1+\epsilon/2-\epsilon^2/8$ gives $1-0.9r+(0.45-0.405)r^2$, and therefore

$$F(r)\approx0.1+0.045\,r.$$

The charge is then nearly uniform, and so is the heating. For $r\to1$ the root tends to $\sqrt{0.1}$, and equation (7) returns.

Direct numerical integration of equation (2), with the current adjusted until $V(0)=0$ and the heat accumulated as $I^2$ times resistance, gives these shares:

| $V_D/V_p$ | share of last tenth |
|---|---|
| 0.100 | 10.5 % |
| 0.500 | 14.0 % |
| 0.900 | 25.6 % |
| 0.999 | 31.6 % |

Most of the concentration develops late. At half the onset voltage the share has gained only 4 percentage points over uniform heating, and at nine tenths of it the share is still 6 points short of its final value.

Above the onset, a short region next to the drain carries the excess voltage $V_D-V_p$, and equation (1) does not describe it. If this region is much shorter than $0.1L$, the current and the potential at $0.9L$ stay close to their onset values. The last tenth then takes all the additional voltage, and its share is

$$1-\frac{V(0.9L)}{V_D}=1-\left(1-\sqrt{0.1}\right)\frac{V_p}{V_D}.\tag{9}$$

Thus 32 percent belongs to the onset and is not a ceiling.

## A worked example

Take $L=W=10$ µm, an oxide 20 nm thick, $\mu=500$ cm²/Vs, $V_{ov}=2$ V and $m=1.25$, at 300 K. With relative permittivity 3.9, the oxide has $C=3.9\,\varepsilon_0/t_{ox}=0.173$ µF/cm². The onset voltage is $V_p=2/1.25=1.60$ V. From equation (4), with $W/L=1$,

$$I=500\times0.1727\times10^{-6}\times\frac{2^2}{2\times1.25}\ \text{A}=0.138\ \text{mA}.$$

The total heat is $0.138\ \text{mA}\times1.60\ \text{V}=0.221$ mW. The potential at $0.9L$ is $1.60\,(1-0.316)=1.094$ V, which leaves 0.506 V for the last micrometre. That micrometre releases $0.138\times0.506=0.070$ mW, whereas uniform heating would give it 0.022 mW. If the drain were raised to 3.2 V at the same overdrive, equation (9) would give $1-1.094/3.2=0.66$, about two thirds of the heat. Equation (9) neglects the finite length of the region next to the drain. For a doping of $3\times10^{16}$ cm⁻³ and 1.6 V of excess voltage this length is roughly 0.3 µm, not small against $0.1L=1$ µm, and it lowers the share to about 0.63 to 0.64.

The distribution also affects the temperature. Treat the wafer as a thick half-space with thermal conductivity $k\approx1.5$ W/(cm K), a rough value for silicon, and let no heat leave through its top surface. A point source of power $P_0$ on that surface raises the temperature at distance $R$ by $P_0/(2\pi kR)$, because the heat spreads through a hemisphere. Consider the middle of the drain edge. A strip at distance $tL$ from the drain, with the heat spread evenly over its width, involves the integral

$$\int_{-W/2}^{W/2}\frac{dy}{\sqrt{(tL)^2+y^2}}=2\,\text{arsinh}\frac{W}{2tL}.$$

By equation (6), the strip between $t$ and $t+dt$ carries the fraction $dt/(2\sqrt t)$ of the total heat $P$. Summing the strips gives

$$\Delta T=\frac{P}{\pi kW}\int_0^1\frac{dt}{2\sqrt t}\,\text{arsinh}\frac{W}{2tL}.$$

Numerical quadrature yields $\Delta T=0.10$ K. The same power spread uniformly, with $1/(2\sqrt t)$ replaced by 1, yields 0.06 K. Before rounding, the ratio of the two is 1.8, so the drain edge is heated nearly twice as much as the uniform picture predicts for that point, though both rises are tiny. Uniform heating has its hottest point at the centre of the channel, at about 0.08 K, so the peak rise grows only by a factor of about 1.2. If the mobility varies as $T^{-1.5}$, a rise of 0.10 K lowers it by 0.05 percent, so neglecting the feedback of heating on the current is safe here. This estimate is for a thick wafer; a buried oxide under the transistor would obstruct the heat flow.

## What the model leaves out

Each effect below is estimated alone, for the example's numbers. Several of the estimates use one rule. If the local conductance is proportional to some function $g(V)$, then $I\,dx\propto g\,dV$, and the potential at $0.9L$ follows from

$$\int_{V(0.9L)}^{V_D}g\,dV=0.1\int_0^{V_D}g\,dV.\tag{10}$$

The share is again the voltage across the last tenth divided by $V_D$.

**Diffusion.** Electrons also diffuse towards the drain, where they are fewer. Let $V$ now be the quasi-Fermi potential, whose gradient drives drift and diffusion together, and let $u=Q/C$. A change $du$ is accompanied by a change $-du/m$ of the surface potential, and diffusion adds $-(k_BT/q)\,du/u$, where $k_B$ is Boltzmann's constant and $q$ the elementary charge. Integrating from the source, where $u=V_{ov}$, gives

$$V=\frac{V_{ov}-u}{m}+\frac{k_BT}{q}\ln\frac{V_{ov}}{u}.$$

At $V=V_p$ the charge no longer vanishes, so the field near the drain is less extreme. Current squared times resistance is now $I\,dV/dx$ with this $V$, so the heat is counted here by the gradient of the quasi-Fermi potential and not by the field alone. Equation (10) with $g=u$ gives a share of 29 percent at $V_D=1.60$ V. This value rests on defining the overdrive by the charge at the source, $u=V_{ov}$. If the gate is instead set 2 V above the threshold defined by the surface potential $2\phi_F$ of the next paragraph, the source charge is only about 1.8 V times $C$. A drain voltage of 1.60 V then lies further into saturation, and a charge-sheet calculation with the square-root depletion charge gives about 35 percent. The sign of this correction depends on how the overdrive is defined.

**Depletion charge.** The constant $m$ replaces a square-root law,

$$\frac{Q}{C}=V_{ov}-V-\gamma\left(\sqrt{2\phi_F+V}-\sqrt{2\phi_F}\right),\qquad \gamma=\frac{\sqrt{2q\varepsilon_sN}}{C}.$$

Here $N$ is the doping, $\varepsilon_s$ the permittivity of silicon and $2\phi_F$ the surface potential at threshold. For $N=3\times10^{16}$ cm⁻³ the onset moves to 1.615 V and the share to 31.9 percent, while the total heat stays at 0.221 mW. The value $m=1.25$ therefore suits this doping.

**Mobility.** Electrons pressed less strongly against the oxide scatter less. Let the mobility vary as the power $-0.3$ of the effective vertical field, which is the depletion charge plus half the mobile charge, divided by $\varepsilon_s$. It is then 17 percent higher at the drain than at the source, and the share is 30.5 percent.

**Velocity saturation.** Let $E=dV/dx$, and suppose first that the drift velocity is $\mu E/(1+E/E_c)$. It tends to $v_{sat}=\mu E_c$ at high field. The current is $I=\mu WCuE/(1+E/E_c)$ with $u=V_{ov}-mV$. Multiplying by the denominator and collecting the terms in $E$ gives

$$I=\mu WC\,(u-u_s)\,E,\qquad u_s=\frac{I}{\mu WCE_c}.$$

This is equation (2) with $V_{ov}$ replaced by $V_{ov}-u_s$. The field now diverges at $V=(V_{ov}-u_s)/m$, and at that drain voltage the share is again $\sqrt{0.1}$.

A second law, $\mu E/\sqrt{1+(E/E_c)^2}$, approaches $v_{sat}$ more sharply. The same steps, after squaring, replace $u-u_s$ by $\sqrt{u^2-u_s^2}$. With $v_{sat}=10^7$ cm/s, roughly, $E_c=20$ kV/cm. Numerical solution puts the saturation onset at 1.54 V, with a share of 29.5 percent. If the drain is held at 1.60 V and the remaining voltage drops in a very short region at the drain, the share is 32.3 percent. For this law the choice of drain voltage thus decides the sign of the correction. The first law, whose onset also lies at 1.54 V, gives $1-(1-\sqrt{0.1})\times1.54/1.60$, about 34 percent, with the drain held at 1.60 V.

**Delayed heating.** Electrons take energy from the field at one place and pass it to the lattice a little later. With a rough relaxation time of 0.3 ps and the speed $v_{sat}$, the delay corresponds to a distance $\lambda=30$ nm, or $0.003L$. Over most of the last tenth the electrons drift more slowly than $v_{sat}$, but most of the heat lost to the drain is generated close to it, where the speed is near $v_{sat}$. The distance is rough to within a factor of about two. If all the heat is shifted by $\lambda$ towards the drain, the last tenth receives what was generated between $0.9L-\lambda$ and $L-\lambda$:

$$\sqrt{0.1+0.003}-\sqrt{0.003}=0.27.$$

A further $\sqrt{0.003}$, about 5 percent of the heat, is released inside the drain. This is the largest shift among these estimates. It shows that 32 percent is the share of the work done by the field, while the share passed to the lattice within the last tenth is somewhat smaller.

**The gradual approximation itself.** The infinite field in equation (6) is a sign that the approximation breaks down. At distance $sL$ from the drain, the field along the channel is $V_p/(2L\sqrt s)$, and the vertical field due to the mobile charge is $CV_{ov}\sqrt s/\varepsilon_s$. They become equal 24 nm from the drain. This comparison understates the region where the approximation fails, because the change of the lateral field acts over the whole depth $x_d\approx0.3$ µm of the depletion layer. The charge $\varepsilon_sx_d\,dE/dx$ that equation (1) omits equals $Q$ about 60 nm from the drain and is still a tenth of $Q$ at about 0.2 µm, but it is below 1 percent of $Q$ at $0.9L$. The share depends on the voltage across the whole last tenth, so at fixed $V_D$ a rearrangement of the field near the drain changes it only as far as it changes $V(0.9L)$.

## The real device

The oxide thickness, mobility and overdrive are rough values typical of an older 5 V silicon process. The field in the oxide at the source, calculated from the overdrive and the depletion charge, is 1.25 MV/cm. This is far below the roughly 10 MV/cm at which such oxides break down, and 20 nm is too thick for electrons to tunnel straight through, so gate leakage can be ignored. The length of 10 µm is far from typical of a logic transistor; it suits a long device in an analogue circuit. For it, the separate estimates above range from 27 to 35 percent. Their combined effect has not been calculated, so the second digit of "32 percent" belongs to the model and not to a particular transistor.

In much shorter devices the assumption of constant mobility along the channel fails. In the example the average field is $1.60\ \text{V}/10\ \text{µm}=1.6$ kV/cm, well below $E_c$. At $L=0.5$ µm and the same voltages it would be 32 kV/cm, above $E_c$. The delay length of 30 nm would then be more than half of the last tenth, which is only 50 nm long. Equation (7) should not be used there.
